\section*{Buckling stress of a debonded coating strip with clamped edges}

\section{Form of the answer}

A flat coating of thickness $h$ has lost its bond to the substrate over a long strip $|x|<b$. It is under compression and may lift off. Two quantities compete: the bending stiffness $D$ of the coating, a force times a length, and the compressive membrane force per unit length, $\sigma h$. A clamped edge brings in no length besides $b$, so the one dimensionless load is
\begin{equation}
\Lambda=\frac{\sigma h b^2}{D}.
\label{eq:load}
\end{equation}
Buckling must therefore occur at a pure number $\Lambda$, which can depend on the ratio of the stresses along and across the strip. Since $D\propto Eh^3$, the critical stress has the form $\sigma\propto E(h/b)^2$. The reflection $x\to-x$ leaves the problem unchanged, so the buckling shapes can be taken as even or odd in $x$.

For a buckle that is uniform along the strip the number is $\pi^2$, and
\begin{equation}
\sigma_c=\frac{\pi^2Eh^2}{12(1-\nu^2)b^2}.
\label{eq:sigc}
\end{equation}
Clamped edges alone do not make this the first buckle. The stress along the strip matters as well, and under equal biaxial compression a modulated buckle appears a few percent earlier.

\section{Setting and energy}

The coating is isotropic and linearly elastic, with modulus $E$ and Poisson ratio $\nu$. Compression is counted positive: $\sigma$ acts across the strip (along $x$) and $r\sigma$ along it (along $y$), with $0\le r\le1$. Both are uniform before buckling. The deflection away from the substrate is $w(x,y)$, and rigid clamping means $w=\partial_xw=0$ at $x=\pm b$. The strip is long enough for its ends not to matter, so energies are taken over one period in $y$. Adhesion and friction under the debond are neglected.

Bending produces the in-plane strains $-z\,\partial_\alpha\partial_\beta w$ at height $z$ above the mid-plane. For a shape $w(x)$ the bending strain along $y$ vanishes, so Hooke's law with a stress-free surface gives, for the bending stresses $s_x,s_y$,
\begin{equation}
s_y-\nu s_x=0,\qquad
\epsilon_x=\frac{s_x-\nu s_y}{E}=\frac{1-\nu^2}{E}\,s_x .
\end{equation}
The bending energy per area is thus $\tfrac12D\,w''^2$ with
\begin{equation}
D=\frac{E}{1-\nu^2}\int_{-h/2}^{h/2}z^2\,dz=\frac{Eh^3}{12(1-\nu^2)} .
\label{eq:D}
\end{equation}
For a general shape, the plane-stress energy density integrated over $z$ gives
\begin{equation}
U_b=\frac D2\int\left[(\nabla^2w)^2-2(1-\nu)\left(w_{xx}w_{yy}-w_{xy}^2\right)\right]dx\,dy .
\end{equation}
The last bracket is a divergence,
\begin{equation}
w_{xx}w_{yy}-w_{xy}^2=\partial_x(w_xw_{yy})-\partial_y(w_xw_{xy}).
\end{equation}
Its first part integrates to zero because $w_x=0$ at the clamped edges, its second because of periodicity in $y$. Hence $\nu$ enters the clamped problem through $D$ alone.

The membrane strain caused by a displacement $(u_x,u_y,w)$ is $\tfrac12(\partial_\alpha u_\beta+\partial_\beta u_\alpha)+\tfrac12w_\alpha w_\beta$. The uniform prestress does work on it. The part linear in $u$ integrates to zero, since $u$ vanishes at the edges and is periodic in $y$. The part quadratic in $u$ is elastic energy, which is not negative and is smallest for $u=0$. Products of $u$ with $w^2$ are of third order. To second order there remains
\begin{equation}
U=\frac12\int\left[D(\nabla^2w)^2-\sigma h\,w_x^2-r\sigma h\,w_y^2\right]dx\,dy .
\label{eq:U}
\end{equation}
The minus signs express that a deflection lengthens the film and so releases compression. The flat film becomes unstable when some permitted shape makes $U$ negative.

\section{The straight buckle}

For $w=w(x)$ the ratio $r$ drops out. Variation of \eqref{eq:U}, with two integrations by parts in the first term and one in the second, gives
\begin{equation}
D\,w''''+\sigma h\,w''=0,\qquad q^2\equiv\frac{\sigma h}{D}.
\end{equation}
The general solution is $w=A+Bx+C\cos qx+S\sin qx$.

\emph{Even shapes} have $B=S=0$. The slope condition $-Cq\sin qb=0$ requires $qb=n\pi$, and $w(b)=0$ then fixes $A=-C\cos n\pi$. The lowest case is $n=1$:
\begin{equation}
qb=\pi,\qquad w=C\left(1+\cos\frac{\pi x}{b}\right).
\label{eq:shape}
\end{equation}

\emph{Odd shapes} have $A=C=0$. The two conditions are $Bb+S\sin qb=0$ and $B+Sq\cos qb=0$. Eliminating $B$ gives $\tan qb=qb$, whose first positive root is $qb=4.493$, that is $\Lambda=20.19$. This lies well above $\pi^2=9.870$.

The even shape comes first. Setting $\sigma h/D=\pi^2/b^2$ and inserting \eqref{eq:D},
\begin{equation}
\sigma_c=\frac{\pi^2D}{hb^2}
=\frac{\pi^2}{hb^2}\,\frac{Eh^3}{12(1-\nu^2)},
\end{equation}
which is \eqref{eq:sigc}. In terms of the full width $L=2b$ the same stress is $\pi^2Eh^2/[3(1-\nu^2)L^2]$; entering the full width in place of $b$ would make the result four times too small. With $C>0$ the shape \eqref{eq:shape} is nowhere negative, so the substrate does not obstruct it.

The prefactor was tested without plate theory, by a plane-strain finite-element calculation of a film with rigidly held ends. On a refined mesh the ratio of its buckling stress to \eqref{eq:sigc} is 0.999 at $b/h=40$ and 0.994 at $b/h=20$. Like plate theory, this calculation lets the prestress act only through the slope $\partial_xw$; including the corresponding term in $\partial_xu_x$ would lower the second ratio to 0.992. The deficit is comparable to the effect of transverse shear, which thin-plate theory omits and which scales as $(h/b)^2$. In bending the net thickness does not change, but the Poisson effect makes $w$ vary through the thickness; the held ends suppress this variation and stiffen the film slightly. That offset falls off as $h/b$ and amounts to about a tenth of the shear effect at $b/h=20$ and a fifth at $b/h=40$.

\section{When the straight buckle is the first}

Different Fourier components along $y$ do not mix in \eqref{eq:U}, so it suffices to examine $w=f(x)\cos ky$. Let $\xi=x/b$ and $\kappa=kb$, with primes now denoting $d/d\xi$ and integrals running over $-1<\xi<1$. Averaging over $y$ gives the same factor $\tfrac12$ for $\cos^2$ and $\sin^2$. With $-\int ff''=\int f'^2$, valid because $f$ vanishes at the edges, the condition $U=0$ becomes
\begin{equation}
\Lambda(\kappa)=\min_f
\frac{\int\left(f''^2+2\kappa^2f'^2+\kappa^4f^2\right)d\xi}
{\int\left(f'^2+r\kappa^2f^2\right)d\xi}.
\label{eq:quot}
\end{equation}
At $\kappa=0$ the minimum is $\pi^2$, reached by $f_0=1+\cos\pi\xi$. For this function
\begin{equation}
\int f_0^2=3,\qquad\int f_0'^2=\pi^2,\qquad\int f_0''^2=\pi^4 .
\end{equation}
For small $\kappa$ the minimizer differs from $f_0$ by order $\kappa^2$. Because the quotient is stationary at its minimum, this difference changes $\Lambda$ at order $\kappa^4$. To order $\kappa^2$ one may therefore insert $f_0$:
\begin{equation}
\Lambda=\frac{\pi^4+2\pi^2\kappa^2}{\pi^2+3r\kappa^2}+O(\kappa^4)
=\pi^2+(2-3r)\kappa^2+O(\kappa^4).
\label{eq:slope}
\end{equation}
The 2 is the added cost of bending; the $3r$ is the release of compression along the strip. For $r>2/3$ release wins, and a long modulation lowers the buckling load.

For $r\le\tfrac12$ it can be proved that no modulation of any wavelength does so. Subtract $\pi^2$ times the denominator of \eqref{eq:quot} from the numerator:
\begin{equation}
\int(f''^2-\pi^2f'^2)+\kappa^2\int(2f'^2-r\pi^2f^2)+\kappa^4\int f^2 .
\end{equation}
The first integral is not negative, because $\pi^2$ is the minimum of the quotient at $\kappa=0$. A function vanishing at $\xi=\pm1$ obeys $\int f'^2\ge(\pi^2/4)\int f^2$, so the second term is at least $\kappa^2\pi^2(\tfrac12-r)\int f^2\ge0$. The third is positive for $\kappa>0$. Hence $\Lambda(\kappa)>\pi^2$.

For larger $r$ the quotient was minimized numerically in a polynomial basis. At $r=0.66$ the load stayed above $\pi^2$ at every point of a scan up to $\kappa=6$. Shorter waves cannot interfere: for $r\le1$ the numerator of \eqref{eq:quot} is at least $\kappa^2$ times the denominator, so $\Lambda\ge\kappa^2>36$ there. At $r=0.70$ the lowest load is $0.9991\,\pi^2$. The changeover thus lies between 0.66, to the resolution of the scan, and the value 2/3 from \eqref{eq:slope}. In practice \eqref{eq:sigc} is the onset for $r$ up to about 2/3.

\section{Equal biaxial compression}

\subsection{Plate free to move both ways}

Thermal mismatch between isotropic materials gives $r=1$. Variation of \eqref{eq:U} then yields $D\nabla^4w+\sigma h\nabla^2w=0$, which for $w=f\cos ky$ factorizes:
\begin{equation}
\left(\frac{d^2}{d\xi^2}-\kappa^2\right)
\left(\frac{d^2}{d\xi^2}+p^2\right)f=0,\qquad p^2=\Lambda-\kappa^2 .
\end{equation}
The even solution is $f=A\cosh\kappa\xi+B\cos p\xi$. Clamping requires
\begin{align}
A\cosh\kappa+B\cos p&=0,\\
A\kappa\sinh\kappa-Bp\sin p&=0 .
\end{align}
Inserting $A=-B\cos p/\cosh\kappa$ in the second line and dividing by $-B\cos p$ gives
\begin{equation}
\kappa\tanh\kappa+p\tan p=0 .
\label{eq:char}
\end{equation}
The lowest root has $\pi/2<p<\pi$ and tends to $p=\pi$ as $\kappa\to0$, which recovers the straight buckle. Minimizing $\Lambda=p^2+\kappa^2$ along this root gives
\begin{equation}
\kappa=1.200,\qquad \sigma_{\rm free}=0.939\,\sigma_c ,
\end{equation}
with wavelength $5.24\,b$ along the strip. The polynomial calculation, which contains odd shapes too, was tested to have the same minimum.

\subsection{Plate resting on a rigid substrate}

The factor $\cos ky$ makes half of this buckle point into the substrate. If the substrate forbids $w<0$, the permitted shapes are a subset of the free ones, so the onset cannot lie below $\sigma_{\rm free}$. An upper bound follows from the permitted shape
\begin{equation}
w=(1+\cos\pi\xi)(1+\cos ky)\ge0 .
\end{equation}
It is the sum of a uniform and a modulated part. Averaged over $y$, the modulated part carries weight $\tfrac12$, and its quotient \eqref{eq:quot} includes the term $\kappa^4\int f_0^2=3\kappa^4$. The load at which $U=0$ for this shape is
\begin{equation}
\Lambda=\frac{\pi^4+\frac12(\pi^4+2\pi^2\kappa^2+3\kappa^4)}
{\pi^2+\frac12(\pi^2+3\kappa^2)}
=\frac{\pi^4+\frac23\pi^2\kappa^2+\kappa^4}{\pi^2+\kappa^2}.
\end{equation}
With $s=\pi^2+\kappa^2$ the numerator equals $s^2-\frac43\pi^2(s-\pi^2)$, so
\begin{equation}
\Lambda=s-\frac{4\pi^2}{3}+\frac{4\pi^4}{3s}.
\end{equation}
The derivative $1-4\pi^4/(3s^2)$ vanishes at $s=2\pi^2/\sqrt3$, that is at $\kappa=1.236$. The first and last terms are then equal, each $2\pi^2/\sqrt3$, and
\begin{equation}
\Lambda_{\min}=\frac{4(\sqrt3-1)}{3}\,\pi^2=0.976\,\pi^2 .
\end{equation}
The onset on a rigid, frictionless substrate is therefore bracketed:
\begin{equation}
0.939\,\sigma_c\le\sigma_{\rm onset}\le0.976\,\sigma_c\qquad(r=1).
\label{eq:bracket}
\end{equation}
Neither end is claimed to be the onset itself. Equation \eqref{eq:sigc} overstates the stress at which an equally compressed film loses stability, by an amount between 2.4\% and 6.1\% of $\sigma_c$. For $r$ up to about 2/3 contact changes nothing, because the straight shape is permitted and already has the lowest load.

\section{Cooling from a stress-free temperature}

Let $\Delta\alpha>0$ be the expansion coefficient of the substrate minus that of the coating, taken as constant. On cooling by $\Delta T$ a thick substrate imposes the compressive strain $\Delta\alpha\,\Delta T$ in both directions. Hooke's law with equal in-plane stresses reads $\epsilon=(1-\nu)\sigma/E$, so
\begin{equation}
\sigma=\frac{E\,\Delta\alpha\,\Delta T}{1-\nu}.
\label{eq:thermal}
\end{equation}
Equating this to $\sigma_c$ and using $1-\nu^2=(1-\nu)(1+\nu)$,
\begin{equation}
\Delta T_c=\frac{\pi^2h^2}{12(1+\nu)\,b^2\,\Delta\alpha}.
\label{eq:dT}
\end{equation}
The modulus cancels, since stress and resistance to bending are both proportional to it. Because $r=1$ here, the factors of \eqref{eq:bracket} apply to $\Delta T_c$ too.

\section{An edge that yields}

A real substrate lets the film rotate where it is attached. Let the edge moment per unit length $M$ produce the rotation $\ell M/D$, which defines a length $\ell$. At $x=b$ the curvature of the buckle is positive and the released slope is negative, so $w'(b)=-\ell w''(b)$. For $w=A+C\cos qx$ this reads
\begin{equation}
-Cq\sin qb=\ell Cq^2\cos qb\quad\Longrightarrow\quad\tan qb=-q\ell .
\end{equation}
Near $qb=\pi$ and for $q\ell\ll1$, $qb\simeq\pi-q\ell$, hence $q(b+\ell)\simeq\pi$ and
\begin{equation}
\sigma\simeq\frac{\sigma_c}{(1+\ell/b)^2}.
\label{eq:edge}
\end{equation}
The yielding edge acts as a slightly wider debond. Its effect falls off as $h/b$, more slowly than that of shear.

The length $\ell$ depends on both materials. For the pair in the example below, plane-strain finite elements for film and substrate together give $\ell=0.80\,h$ at $b/h=20$, rising to about $0.82\,h$ when the mesh is strongly refined at the edge of the debond. Both materials are taken as linearly elastic, so the edge gives way by compliance and not by plastic flow. The fitted value also absorbs the small shear effect and is not strictly constant: with strong refinement it drifts from about $0.86\,h$ at $b/h=10$ to $0.78\,h$ at $b/h=80$. With $\ell=0.80\,h$, equation \eqref{eq:edge} predicts a ratio $\sigma/\sigma_c$ of 0.961 at $b/h=40$, where the direct calculation on the same mesh gives 0.962. Strong refinement at the edge changes these two values to 0.960 and 0.961.

\section{Example: an alumina scale on a nickel superalloy}

The inputs are rough typical values: $E=380$~GPa, $\nu=0.25$, $h=2.0~\mu$m, $\Delta\alpha=6.0$~ppm/K, stress-free at 1400~K, cooled to 300~K. The debond half-width is assumed to be $b=40~\mu$m. Then
\begin{align}
D&=\frac{(380\times10^9)(2.0\times10^{-6})^3}{12\,(1-0.25^2)}
=2.70\times10^{-7}~\mathrm{N\,m},\\
\sigma_c&=\frac{\pi^2\,(2.70\times10^{-7})}{(2.0\times10^{-6})(40\times10^{-6})^2}~\mathrm{Pa}
=0.833~\mathrm{GPa}\;(833~\mathrm{MPa}).
\end{align}
Equation \eqref{eq:thermal} gives $380\times10^3\times6.0\times10^{-6}/0.75=3.04$~MPa per kelvin. The straight-buckle estimate is therefore $\Delta T_c=833/3.04=274$~K, reached at 1126~K, at a strain of 0.16\%. With the bracket \eqref{eq:bracket} the onset moves to a drop between 257 and 268~K.

If the film stayed flat down to 300~K, its stress would be $3.04\times1100$~MPa $=3.34$~GPa. Since $\sigma_c\propto b^{-2}$, the smallest half-width that buckles by then is $40\sqrt{0.833/3.34}\simeq20~\mu$m according to \eqref{eq:sigc}. There $b/h$ is about 10, and the yielding edge matters more than at $b/h=20$, so somewhat narrower debonds should buckle as well.

Micrometre thickness and a compression of a few GPa at room temperature are in the range of real alumina scales. Several assumptions fail in practice. Apart from the scale modulus used in the first item, the effects below are each taken alone, with the other inputs held fixed; the combination of all of them was not computed.
\begin{itemize}
\item The alloy is not a rigid clamp. With a rough hot modulus of 150~GPa and Poisson ratio 0.30 for the alloy, and the softened modulus of 339~GPa from the next item for the scale, the straight buckle appears at $0.924\,\sigma_c$, where $\sigma_c$ is formed with the same softened modulus. Halving the mesh size shifts this ratio by $-0.0008$, and doubling the extent of the substrate by $0.00001$. Strong refinement at the edge of the debond, where the stress is singular, brings the ratio to 0.923. The alloy is treated as isotropic; a modulus of 100~GPa, closer to a hot single crystal along a cube axis, would give 0.914.
\item The scale softens when hot. At an assumed 0.05~GPa/K its modulus at 1126~K is 339~GPa, which lowers $\sigma_c$ to 0.743~GPa. By \eqref{eq:dT} the temperature drop does not change, provided the thermal stress follows the same modulus.
\item Oxide growth can leave compression before cooling starts. An assumed 0.20~GPa reduces the required drop to $(833-200)/3.04=208$~K, the largest shift in temperature among those sized here.
\end{itemize}
Creep of the scale, which relaxes its stress, creep or plastic flow of the hot alloy at the edge of the debond, and roughness of the scale, which makes it deflect gradually instead of at a sharp threshold, were not sized. The result concerns the onset of buckling; whether the debond then spreads depends on the interface toughness, which does not enter here. The main values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
PLATE THEORY
straight buckle, Ritz load N               9.869604
pi^2                                       9.869604
first odd root q b                         4.4934
first odd buckle, load N                   20.1907
lowest load / pi^2 at r = 0.70             0.99914
r = 1, free plate: onset / sigma_c         0.9393
r = 1, free plate: k b at onset            1.200
r = 1, free plate: wavelength / b          5.237
r = 1, one-sided: upper bound / sigma_c    0.9761
r = 1, one-sided: k b of trial             1.236
EXAMPLE INPUTS (rough typical values)
coating modulus                            380 GPa
coating Poisson ratio                      0.25
thickness h                                2.0 um
half-width b                               40.0 um
expansion mismatch                         6.0 ppm/K
stress-free temperature                    1400 K
final temperature                          300 K
EXAMPLE RESULTS
bending stiffness D                        0.2702 uN m
buckling stress sigma_c                    0.8334 GPa
buckling stress sigma_c                    833.4 MPa
biaxial buckling strain                    0.1645 %
thermal stress per kelvin                  3.040 MPa/K
temperature drop to buckle                 274.2 K
temperature at buckling                    1125.8 K
flat-film stress after full cooling        3.344 GPa
smallest buckling half-width then          19.97 um
that half-width / h                        9.98
NEGLECTED EFFECTS, each taken alone
r = 1, free plate: onset stress            0.7828 GPa
r = 1, one-sided: upper bound              0.8135 GPa
rigid clamp, elasticity / formula, b/h=40  0.9988
rigid clamp, elasticity / formula, b/h=20  0.9946
alloy modulus when hot (input)             150 GPa
alloy Poisson ratio (input)                0.30
alloy edge, elasticity / formula, b/h=20   0.9237
  shift on halving the mesh                -0.00075
  shift on doubling the substrate          +0.00001
buckling stress with alloy edge            0.7699 GPa
edge length l / h from b/h=20              0.801
alloy edge, b/h=40: elasticity / formula   0.9622
alloy edge, b/h=40: predicted from l       0.9611
scale softening (input)                    0.050 GPa/K
scale modulus at buckling temperature      338.7 GPa
sigma_c with that modulus                  0.7429 GPa
growth stress (input)                      0.20 GPa
temperature drop with growth stress        208.4 K
\end{verbatim}
